# Variance and Self-Consistent Window of the Integrated Autocorrelation Time

## A 7.5 % error from 20 000 frames

A model energy series has 20 000 frames and an integrated autocorrelation time of 10 frames. When this time is estimated from 3000 independent series, with the correlation function summed up to lag 50, the estimates scatter with a standard deviation of 0.75 frames, or about 7.5 % of the true value. The Madras–Sokal formula

$$\operatorname{Var}(\hat\tau_M)\simeq\frac{2(2M+1)}{N}\,\tau^2 \tag{1}$$

gives 1.00 frame instead. Two things need explaining: why so long a series leaves so large an error, and why the formula overstates it by a third. The derivation below answers both and then fixes the summation limit $M$.

## Definitions and assumptions

Let $x_1,\dots,x_N$ be equally spaced values of an observable along an equilibrated trajectory. Times are counted in frames. The series is assumed stationary and Gaussian, with autocovariance $C(t)=\langle\delta x_i\,\delta x_{i+t}\rangle$, where $\delta x=x-\langle x\rangle$, and normalized correlation $\rho(t)=C(t)/C(0)$. Both are even in $t$. The integrated autocorrelation time is

$$\tau=\frac12\sum_{t=-\infty}^{\infty}\rho(t)=\frac12+\sum_{t=1}^{\infty}\rho(t). \tag{2}$$

With this convention uncorrelated data have $\tau=1/2$. The model series used as the example has the single-exponential correlation $\rho(t)=(19/21)^{|t|}$, for which (2) gives $\tau=\frac12+\frac{19}2=10$. The reason for the definition is the variance of the time average $\bar x$. There are $N-|t|$ ordered pairs of frames with separation $t$, so

$$\operatorname{Var}(\bar x)=\frac1{N^2}\sum_{i,j}C(i-j)=\frac1N\sum_{|t|<N}\Big(1-\frac{|t|}N\Big)C(t)\simeq\frac{2\tau\,C(0)}N, \tag{3}$$

where the last step requires $N$ to be much longer than the decay of $C$. The series is worth $N/2\tau$ independent values.

The empirical covariance and the windowed estimator are

$$\hat C(t)=\frac1{N-t}\sum_{i=1}^{N-t}(x_i-\bar x)(x_{i+t}-\bar x),\qquad
\hat\tau_M=\frac12+\sum_{t=1}^{M}\frac{\hat C(t)}{\hat C(0)}. \tag{4}$$

The sum cannot run over all lags. If the prefactor is taken as $1/N$, the sum of $\hat C(t)$ over all $|t|<N$ is $\frac1N\big[\sum_i(x_i-\bar x)\big]^2=0$, whatever the data. A window $M\ll N$ is therefore part of the estimator. For such lags the prefactors $1/N$ and $1/(N-t)$ differ by a relative amount of order $M/N$, which is neglected in the variance.

## Covariance of the empirical correlations

First take the mean as known; its subtraction is treated later as a bias. For Gaussian variables the four-point average is a sum over pairings:

$$\langle\delta x_i\delta x_{i+s}\delta x_j\delta x_{j+t}\rangle=C(s)C(t)+C(j-i)\,C(j-i+t-s)+C(j-i+t)\,C(j-i-s).$$

The first term is the product of the averages and drops out of the covariance. The others depend on $i$ and $j$ through $m=j-i$ alone. Each $m$ within the range of the correlations occurs about $N$ times, and the prefactor is about $1/N^2$, so

$$\operatorname{Cov}[\hat C(s),\hat C(t)]\simeq\frac1N\sum_m\big[C(m)C(m+t-s)+C(m+t)C(m-s)\big].$$

Define the overlap of the correlation function with its shifted copy,

$$g(k)=\sum_{m=-\infty}^{\infty}\rho(m)\rho(m+k),\qquad g(-k)=g(k). \tag{5}$$

The arguments in the second product differ by $t+s$, hence

$$\operatorname{Cov}[\hat C(s),\hat C(t)]\simeq\frac{C(0)^2}N\,\big[g(t-s)+g(t+s)\big]. \tag{6}$$

Changing the sign of $t$ exchanges the two terms, so (6) also holds for negative lags with $\hat C(-t)=\hat C(t)$. Non-Gaussian data would add a connected four-point term.

Equation (6) answers the first question. At large $t$ the signal $C(t)$ vanishes, but $\operatorname{Var}\hat C(t)$ tends to $C(0)^2g(0)/N$, which does not decay. The variance per lag, $C(0)^2[g(0)+g(2t)]/N$, starts at $2C(0)^2g(0)/N$ at $t=0$ and settles at half that value at large $t$ (monotonically for an exponential; for an oscillating correlation $g(2t)$ can be negative and the variance dips far lower on the way), so beyond the decay time each additional lag brings in noise of the same size and almost no signal.

## Variance of the windowed sum

Let $A=\sum_{|t|\le M}\hat C(t)$. Summing (6) over $s$ and $t$ from $-M$ to $M$, the substitution $s\to-s$ turns the second term into the first. The number of pairs with $t-s=k$ is $2M+1-|k|$. Therefore

$$\operatorname{Var}A=\frac{2C(0)^2}N\sum_{|k|\le2M}(2M+1-|k|)\,g(k). \tag{7}$$

Since $A=\hat C(0)+2\sum_{t=1}^M\hat C(t)$, the estimator is the ratio $\hat\tau_M=A/[2\hat C(0)]$. Let $\tau_M=\frac12+\sum_{t=1}^M\rho(t)$, so that $A$ has mean $2\tau_MC(0)$. To first order in the fluctuations,

$$\delta\hat\tau_M=\frac{\delta A}{2C(0)}-\tau_M\frac{\delta\hat C(0)}{C(0)}. \tag{8}$$

Squaring and averaging gives

$$\operatorname{Var}\hat\tau_M=\frac{\operatorname{Var}A}{4C(0)^2}+\tau_M^2\frac{\operatorname{Var}\hat C(0)}{C(0)^2}-\tau_M\frac{\operatorname{Cov}[A,\hat C(0)]}{C(0)^2}.$$

Equation (6) with $s=0$ supplies $\operatorname{Var}\hat C(0)=2C(0)^2g(0)/N$ and $\operatorname{Cov}[A,\hat C(0)]=(2C(0)^2/N)\sum_{|t|\le M}g(t)$. The result is

$$N\operatorname{Var}\hat\tau_M=\frac12\sum_{|k|\le2M}(2M+1-|k|)g(k)+2\tau_M^2\,g(0)-2\tau_M\sum_{|t|\le M}g(t). \tag{9}$$

For the example with $M=50$ this is 11 415 frames². The numerical check tests (9) against traces of the Gaussian covariance matrix, for one and for two decaying exponentials.

## The leading term and the next one

Summing (5) over $k$ factorizes: $\sum_kg(k)=\big[\sum_m\rho(m)\big]^2=4\tau^2$. When $M$ is much longer than the decay of $g$, the sums in (9) may be extended to infinity and $\tau_M\to\tau$:

$$N\operatorname{Var}\hat\tau_M\simeq2(2M+1)\tau^2-\frac12\sum_k|k|\,g(k)+2\tau^2g(0)-8\tau^3. \tag{10}$$

The first term grows with $M$ and the others do not. Keeping the first alone gives (1). Its regime is thus $M$ much shorter than $N$, much longer than every relevant decay time, and large enough that $2(2M+1)\tau^2$ dominates the constants. The last condition is the stricter one when cancellations make $\tau$ much smaller than the decay time: for the damped oscillation treated below, (9) still exceeds (1) by a factor 1.6 at ten decay times and 1.2 at twenty-five.

The constants matter at practical windows. Take $\rho(t)=e^{-|t|/\tau}$ with $\tau\gg1$, so that sums become integrals. For $k>0$ the stretch $-k<m<0$ has length $k$ and constant integrand $e^{-k/\tau}$. Each of the two outer regions contributes $\int_0^\infty e^{-(2u+k)/\tau}du=\frac\tau2e^{-k/\tau}$. Hence

$$g(k)=(|k|+\tau)e^{-|k|/\tau},\qquad g(0)=\tau,\qquad \sum_k|k|g(k)\simeq2(2\tau^3+\tau^3)=6\tau^3. \tag{11}$$

The constants in (10) add up to $-3\tau^3+2\tau^3-8\tau^3=-9\tau^3$, so

$$\operatorname{Var}\hat\tau_M\simeq\frac{2\tau^2}N\Big(2M+1-\frac92\tau\Big)\qquad\text{(single exponential)}. \tag{12}$$

The largest correction, $-8\tau^3$, comes from the covariance of $A$ with $\hat C(0)$. The two tend to be too large together, and their ratio fluctuates less than $A$ does.

In the example, $\tau=10$, $M=50$ and $N=20\,000$. The leading formula gives $\sqrt{2\cdot101\cdot100/20\,000}=1.00$ frame. Equation (12) gives $\sqrt{2\cdot100\cdot(101-45)/20\,000}=0.75$ frames, in agreement with the simulated 0.75. This answers the second question.

The ratio of the full variance (9) to the leading formula is 0.57 at $M=5\tau$, 0.78 at $10\tau$, 0.89 at $20\tau$ and 0.98 at $100\tau$. For Gaussian data with a single exponential, (1) is a conservative estimate at all these windows. For another correlation function the constants in (10) must be evaluated anew.

## Bias at finite length

Subtracting $\bar x$ instead of the true mean changes the expectation of each product by $-\langle\delta x_i\delta\bar x\rangle-\langle\delta x_{i+t}\delta\bar x\rangle+\langle\delta\bar x^2\rangle$. Away from the ends each average is about $2\tau C(0)/N$, so every $\hat C(t)$ is lowered by this amount. The numerator $A$ contains $2M+1$ such terms. By (8), the shift of $\hat\tau_M$ is

$$-\frac{(2M+1)\tau}N+\frac{2\tau\tau_M}N.$$

The second-order expansion of the ratio $A/[2\hat C(0)]$ adds

$$-\frac{\operatorname{Cov}[A,\hat C(0)]}{2C(0)^2}+\tau_M\frac{\operatorname{Var}\hat C(0)}{C(0)^2}
=-\frac1N\sum_{|t|\le M}g(t)+\frac{2\tau_Mg(0)}N.$$

For an exponential and a wide window these two terms are $-4\tau^2/N$ and $+2\tau^2/N$. They cancel the $+2\tau^2/N$ from the mean subtraction, leaving

$$\langle\hat\tau_M\rangle-\tau_M\simeq-\frac{(2M+1)\tau}N. \tag{13}$$

Series of 4000 frames make this visible: the simulated bias is $-0.250\pm0.022$ frames and (13) gives $-0.253$. Relative to the leading noise (1), the bias has size $\sqrt{(2M+1)/2N}$, which is small when $M\ll N$.

## The window that balances truncation and noise

Truncation omits the tail. For an exponential,

$$\tau_M-\tau=-\sum_{t>M}\rho(t)\simeq-\tau e^{-M/\tau}. \tag{14}$$

A longer window reduces this error and increases the noise. With (12) and (14) the mean-square error is

$$E(M)=\tau^2e^{-2M/\tau}+\frac{2\tau^2}N\Big(2M+1-\frac92\tau\Big). \tag{15}$$

The bias (13) is left out. Its square is of order $1/N^2$, and its cross term with (14) is of order $e^{-M/\tau}/N$, which at the optimum found below, where $e^{-M/\tau}\propto N^{-1/2}$, is of order $N^{-3/2}$. Setting the derivative to zero,

$$-2\tau e^{-2M/\tau}+\frac{4\tau^2}N=0\quad\Longrightarrow\quad e^{-2M/\tau}=\frac{2\tau}N,$$

$$M=c\,\tau,\qquad c=\frac12\ln\frac N{2\tau}. \tag{16}$$

The second derivative is $4e^{-2M/\tau}>0$, so this is a minimum. The constant $-9\tau/2$ does not affect its position. What is balanced is the gain and loss from one more lag, not the two errors themselves: at the optimum the squared bias is $2\tau^3/N$, while the variance is about $(4c-9)\tau^3/N$. Like (12), this expression for the variance requires a wide window. In the example below, at $M=35$ with $c=M/\tau=3.5$, it is 16 % lower than (9); for $c$ near or below $9/4$ it is meaningless, and (9) must be used.

For the example, (16) gives $M=5\ln1000=34.5$ frames. A search over all windows with the full variance (9) finds 35. For $N=10^6$ the two values are 54.1 and 54. In the simulated series the mean-square error is 4.56 frames² at $M=15$, 0.39 at $M=35$ and 1.55 at $M=100$.

Inverting (16) gives $N/\tau=2e^{2c}$. The choice $c=4$ is optimal at $N/\tau\approx6000$, $c=5$ at 44 000 and $c=6$ at 330 000. The logarithm is why a fixed $c$ near 5 serves a wide range of trajectory lengths. It remains a compromise: at fixed $c$ the relative bias $-e^{-c}$, which is $-0.7\,\%$ for $c=5$, does not vanish as $N\to\infty$.

## Making the window self-consistent

Equation (16) contains the unknown $\tau$. The practical rule replaces it by the running estimate:

$$\text{take the smallest }M\text{ for which }M\ge c\,\hat\tau_M. \tag{17}$$

With noise-free correlations such an $M$ exists, because $M-c\tau_M$ equals $-c/2$ at $M=0$ and becomes positive at large $M$, where $\tau_M$ is bounded. For an exponential, $y=M/\tau$ solves $y=c(1-e^{-y})$, whose positive root for $c=5$ lies just below 5. If real data give no crossing within the computed lags, more lags are needed, or the trajectory is too short.

One may also let $c$ follow from (16), with $\hat\tau_M$ inserted in the logarithm. The simulations here use fixed $c$.

The window now fluctuates with the data. Let $M_0$ be the window for noise-free correlations, and let $\delta M$ be its fluctuation. Each added lag contributes about $\rho(M_0)$, and the rule imposes $\delta M=c\,\delta\hat\tau$. Therefore

$$\delta\hat\tau=\delta\hat\tau_{M_0}+c\,\rho(M_0)\,\delta\hat\tau
\quad\Longrightarrow\quad
\delta\hat\tau=\frac{\delta\hat\tau_{M_0}}{1-c\,\rho(M_0)}. \tag{18}$$

For $c=3$ the predicted increase of the standard deviation is a factor 1.20, and the simulation gives 1.18. For $c=5$ both values are 1.04 or slightly less. The random window is therefore a minor source of error at $c=5$ and a noticeable one at $c=3$.

With $c=5$ the simulated mean of $\hat\tau$ is 9.93 frames. The truncation bias of $-0.06$ and the bias (13) of $-0.05$ would give 9.89. The excess comes mainly from a second-order term that (18) neglects. The lags added or removed contribute $\hat\rho(M_0)\,\delta M$, with $\hat\rho=\hat C/\hat C(0)$, and the noise in $\hat\rho(M_0)$ is correlated with $\delta M=c\,\delta\hat\tau$. Since $\hat\rho(M)$ is the increment of $\hat\tau_M$, the mean shift is $c\operatorname{Cov}[\hat\rho(M_0),\hat\tau_{M_0}]\simeq\frac c2\,\frac{d}{dM}\operatorname{Var}\hat\tau_M=2c\tau^2/N=0.05$ by (12). A second term of the same order in $1/N$ comes from the decay of $\rho$ across the fluctuating window: $\frac12\rho'(M_0)\langle\delta M^2\rangle\approx-\frac12(0.00067)(25\times0.60)=-0.005$. For $c=5$ it is a tenth of the first. Together the two terms raise the prediction to 9.93, which agrees with the simulated mean within its sampling error of $0.775/\sqrt{3000}=0.014$.

## Where the rule fails

The rule knows $\tau$, but the tail is governed by the slowest decay. Two noise-free cases with $c=5$ show the consequences.

**A weak slow mode.** Let $\rho(t)=0.8\,e^{-t/5}+0.2\,e^{-t/50}$, for which $\tau=14.0$ frames. The rule stops at $M=53$ with $\tau_M=10.6$, which is 24 % too low. The missing part is the slow tail, about $0.2\cdot50\,e^{-53/50}=3.5$ frames.

**A damped oscillation.** Let $\rho(t)=e^{-t/40}\cos(2\pi t/40)$, for which $\tau=0.99$ frames. The rule stops at $M=17$ with $\tau_M=3.1$, about three times too high. The cosine is negative from $t=10$ to $t=30$, and the window closes before this half-period has finished cancelling the first positive part. Vibrational motion in molecular dynamics can produce correlations of this kind.

The remedy in both cases is to plot $\hat\tau_M$ against $M$ and to extend the window over several of the slowest visible decay times. The noise must then be evaluated with the larger $M$, and from (9) rather than (1): for the oscillation with $M=120$, (9) gives 2.9 times the variance of (1). A mode too slow to appear in the trajectory cannot be detected in this way.

## Uncertainty of the error bar

The quantity usually wanted is the error of $\bar x$. By (3) its estimated square is $2\hat\tau_M\hat C(0)/N=A/N$. The fluctuation of $A$ is therefore what counts, not that of the ratio. Inserting (11) into (7) for a wide window,

$$\frac{\operatorname{Var}A}{\langle A\rangle^2}\simeq\frac{2}{4\tau^2N}\big[4\tau^2(2M+1)-6\tau^3\big]=\frac{4M+2-3\tau}N. \tag{19}$$

For $M=50$ this gives $\sqrt{172/20\,000}=9.3\,\%$, against a simulated 9.2 %. The error bar is a square root, so its relative uncertainty is half of this, just under 5 %.

## One trajectory, analysed without knowing the answer

The frames are 20 $\hbar/\mathrm{Ry}$ apart, and the energy has a standard deviation of 0.020 Ry. These are round model parameters. One of the synthetic series is treated as follows.

1. Compute $\hat C(t)$ up to a generous lag. If a fast Fourier transform is used, pad the series with at least that many zeros, so that its end does not wrap onto its beginning.
2. Accumulate $\hat\tau_M$ and apply (17) with $c=5$. The rule stops at $M=58$ with $\hat\tau=11.56$ frames; indeed $5\times11.56=57.8$.
3. Attach an error to $\hat\tau$. The leading formula gives $11.56\sqrt{2\cdot117/20\,000}=1.25$ frames. If the decay is seen to be a single exponential and the data are close to Gaussian, (12) gives $11.56\sqrt{2(117-52)/20\,000}=0.93$ frames.
4. Compute the error of the mean. With the sample value $\sqrt{\hat C(0)}=0.0203$ Ry it is $0.0203\sqrt{2\cdot11.56/20\,000}=6.9\times10^{-4}$ Ry.
5. Attach an uncertainty to that error bar. Half the leading relative error $\sqrt{2(2M+1)/N}$ is 5.4 %.

The autocorrelation time is thus $231\pm19$ $\hbar/\mathrm{Ry}$, or $11.2\pm0.9$ fs, and the error of the mean energy is $9.4\pm0.5$ meV. The true $\tau$ of 10 frames lies 1.7 refined standard errors below the estimate. The true error of the mean, $0.020\sqrt{20/20\,000}=6.3\times10^{-4}$ Ry, is 8 % below the estimated one.

For planning a run with Gaussian data, exponential decay and $c=5$, (12) gives a relative variance of $\hat\tau$ near $11\tau/N$. A 10 % determination of $\tau$ then needs about 1100 autocorrelation times at a fixed window, or about 1200 once the factor 1.04 from the random window (18) is included; the leading formula would ask for 2000. These numbers, like (12) and (19), rest on the Gaussian assumption. An observable dominated by the square of one slow Gaussian mode can have the same $\rho(t)=(19/21)^{|t|}$, yet at $M=50$ and $N=20\,000$ its $\hat\tau$ scatters by about 1.1 frames, more than (1) gives, and $A$ by about 20 % instead of 9 %; it needs roughly 2500 autocorrelation times.

## Numbers as computed

```
Input: N = 20000 frames, tau = 10.0 frames, c = 5.0
Input: spacing = 20.0 hbar/Ry, sigma = 0.020 Ry
Correlation per frame rho(1) = 0.90476
N*Var(tau_hat), M=50: lag sum 11414.729, trace 11414.729 frames^2
M = 5 tau: full variance / leading formula = 0.5651
M = 10 tau: full variance / leading formula = 0.7764
M = 20 tau: full variance / leading formula = 0.8879
M = 50 tau: full variance / leading formula = 0.9551
M = 100 tau: full variance / leading formula = 0.9775
Offset of (2M+1) in units of tau = 4.4950
N = 10000: best M by search 32, formula 31.07 frames
N = 20000: best M by search 35, formula 34.54 frames
N = 100000: best M by search 42, formula 42.59 frames
N = 1000000: best M by search 54, formula 54.10 frames
c = 4 is optimal at N/tau = 5962
c = 5 is optimal at N/tau = 44053
c = 6 is optimal at N/tau = 325510
Ensemble: 3000 trajectories, fixed window M = 50 frames
Std of tau_hat: simulated 0.7464 frames
Std of tau_hat: full lag sum 0.7555 frames
Std of tau_hat: leading formula 1.0050 frames
Std of tau_hat: with next term 0.7483 frames
Truncation bias at this M = -0.0637 frames
Simulated mean-square error, M = 15: 4.5647 frames^2
Simulated mean-square error, M = 35: 0.3940 frames^2
Simulated mean-square error, M = 100: 1.5536 frames^2
Random window c=3, M=29: std factor 1.1842, predicted 1.1971
Random window c=5, M=50: std factor 1.0382, predicted 1.0347
Self-consistent c=5: mean 9.9292, std 0.7750 frames
Relative std of A: simulated 0.0924, lag sum 0.0933, short form 0.0927
Finite-N bias, N=4000: simulated -0.2500 +- 0.0215, formula -0.2525 frames
Rule on slow mode: true tau 14.014, M 53, tau_M 10.584 frames
Rule on oscillation: true tau 0.990, M 17, tau_M 3.115 frames
One trajectory: M = 58 frames, tau_hat = 11.556 frames
One trajectory: error of tau_hat, leading 1.250 frames
One trajectory: error of tau_hat, next term 0.932 frames
One trajectory: tau_hat = 231.1 hbar/Ry = 11.18 fs
One trajectory: sample sigma = 0.02033 Ry
One trajectory: error of mean = 6.910e-04 Ry = 9.40 meV
Relative uncertainty of that error, leading = 0.0541
```
